# The Dynamical Correlation Step and Peak in One-Dimensional Soft-Coulomb Helium

## Problem

Two electrons move on a line in a spin singlet. In Hartree atomic units, used throughout, the nucleus acts through \(v_{\rm ext}(x)=-2/\sqrt{x^2+1}\), and the electrons repel through \(w(x_1-x_2)=1/\sqrt{(x_1-x_2)^2+1}\). Let \(\Psi_0,\Psi_1\) be the real, normalized ground and first excited singlets, with energies \(E_0,E_1\), and set \(\omega=E_1-E_0\), \(T=2\pi/\omega\). At \(t=0\) the state is \((\Psi_0+\Psi_1)/\sqrt2\), with the sign of \(\Psi_1\) chosen so that the density is displaced to the right.

The Kohn–Sham system has one doubly occupied orbital \(\phi\), which starts with the exact density and current. Find its correlation potential \(v_c(x,t)\). Does it have a step between the two sides of the atom, or a peak? Would the exact ground-state functional, applied to the instantaneous density, give them?

## A tempting solution

For a two-electron ground state the orbital is \(\phi=\sqrt{n/2}\), and the static Kohn–Sham equation gives the potential, up to a constant, as \((\partial_x^2\sqrt n)/(2\sqrt n)\). The exact density is known at every time, so one inserts it:

\[
v_c^{\rm wrong}=\frac{\partial_x^2\sqrt n}{2\sqrt n}-v_{\rm ext}-\frac{v_H}{2},\qquad v_H(x,t)=\int w(x-x')\,n(x',t)\,dx'.
\]

At \(t=0\) this potential differs by less than 0.001 hartree between \(x=-6\) and \(x=+6\). The conclusion would be that there is no step.

## The fault

The orbital \(\sqrt{n/2}\) is real, up to a phase that depends on time alone. Its current is therefore zero, and by continuity its density cannot change. Yet the density does change, so this orbital cannot solve the time-dependent Kohn–Sham equation.

The failure is large. When an orbital is propagated to \(T/2\) in the potential \((\partial_x^2\sqrt n)/(2\sqrt n)\), the integral of \(|n_{\rm KS}-n|\) is 0.494 electrons at \(T/2\), out of two present, and about 0.69 at its largest along the way. The missing ingredient is the spatial phase of the orbital.

## The exact density and current

Each eigenstate acquires its own phase. Apart from a common factor,

\[
\Psi(t)=\frac{\Psi_0+e^{-i\omega t}\Psi_1}{\sqrt2},\qquad
|\Psi|^2=\tfrac12\left(\Psi_0^2+\Psi_1^2\right)+\Psi_0\Psi_1\cos\omega t .
\]

Integrating over \(x_2\) and multiplying by two, for two electrons, gives

\[
n=\tfrac12(n_0+n_1)+n_{01}\cos\omega t,\qquad n_{01}(x)=2\int\Psi_0\Psi_1\,dx_2 .
\]

Continuity, \(\partial_x j=-\partial_t n=\omega\sin\omega t\;n_{01}\), with no current at \(-\infty\), then gives

\[
j=\omega\sin\omega t\;F(x),\qquad F(x)=\int_{-\infty}^x n_{01}(x')\,dx' .
\]

Orthogonality of the two states makes \(F(+\infty)=0\), so the current also vanishes on the right.

## The right inversion

Write \(\phi=Re^{i\alpha}\) with \(R=\sqrt{n/2}\) and \(u=\partial_x\alpha\). The orbital current is \(2\,{\rm Im}(\phi^*\partial_x\phi)=2R^2u=nu\). In one dimension, two currents that belong to the same density and vanish at infinity are equal, so \(u=j/n\). The derivatives are

\[
i\partial_t\phi=(i\partial_tR-R\,\partial_t\alpha)e^{i\alpha},
\]
\[
\partial_x^2\phi=\left(\partial_x^2R+2iu\,\partial_xR+iR\,\partial_xu-Ru^2\right)e^{i\alpha}.
\]

Insert them in \(i\partial_t\phi=-\tfrac12\partial_x^2\phi+v_S\phi\). The imaginary part is \(\partial_tR=-u\,\partial_xR-\tfrac12R\,\partial_xu\). Multiplied by \(4R\), it becomes \(\partial_tn=-\partial_x(nu)\), which is already satisfied. The real part is

\[
-R\,\partial_t\alpha=-\tfrac12\partial_x^2R+\tfrac12Ru^2+v_SR .
\]

Divide by \(R\), and use \(\alpha=\int^xu\,dx'\) plus a function of time:

\[
v_S=\frac{\partial_x^2\sqrt n}{2\sqrt n}-\frac{u^2}{2}-\int^x\partial_tu\,dx'+c(t).
\]

For one doubly occupied orbital, the exchange operator acting on \(\phi\) gives \(-\left[\int w|\phi|^2dx'\right]\phi=-\tfrac12v_H\phi\), because \(|\phi|^2=n/2\). Thus \(v_x=-v_H/2\), and subtracting \(v_{\rm ext}+v_H+v_x\) from \(v_S\) leaves

\[
v_c=\frac{\partial_x^2\sqrt n}{2\sqrt n}-\frac{u^2}{2}-\int^x\partial_tu\,dx'-v_{\rm ext}-\frac{v_H}{2}+c(t).
\]

The acceleration term follows from the quotient rule, \(\partial_tu=\partial_tj/n-j\,\partial_tn/n^2\):

\[
\partial_tu=\frac{\omega^2\cos\omega t\,F+u\,\omega\sin\omega t\;n_{01}}{n}.
\]

The formula requires \(n>0\) and holds for the single-orbital Kohn–Sham state assumed here. I fix \(c(t)\) by \(v_c(+6,t)=0\). An orbital propagated to \(T/2\) in this \(v_S\) reproduces the exact density with an integrated error of \(4\times10^{-5}\) electrons.

## The step

Define the step as \(S(t)=v_c(+6,t)-v_c(-6,t)\). The acceleration contributes

\[
S_u=-\int_{-6}^{6}\partial_tu\,dx=-\frac{d}{dt}\left[\alpha(6,t)-\alpha(-6,t)\right].
\]

It is the rate at which the orbital's phase on the left runs ahead of that on the right.

The computed energies are \(E_0=-2.2383\) and \(E_1=-1.7047\) hartree. Hence \(\omega=2.2383-1.7047=0.5336\) hartree, and \(T=2\pi/0.5336=11.78\) atomic units of time, or 0.285 fs.

At \(t=0\) the velocity is zero but the acceleration is not:

\[
S_u(0)=-\omega^2\int_{-6}^{6}\frac{F}{n}\,dx=2.762\ \text{hartree}.
\]

The other terms add less than 0.001 hartree, so the full step is also 2.762 hartree, or 75.2 eV, and the acceleration supplies nearly all of it.

The sign can be traced. Integration by parts gives \(\int F\,dx=-\int x\,n_{01}dx=-1.106\) bohr, so \(F\) is negative on balance. Since \(S_u\) weights \(F\) by \(1/n\), its sign needs the sign of \(F\) point by point. With the parity shown below, \(n(x,0)-n(-x,0)=2n_{01}(x)\), and the computed density is larger at \(+x\) than at \(-x\): \(n_{01}<0\) throughout \(-11\le x<0\). The computed \(F\) is negative there and, \(F\) being even, on the right as well. The acceleration term then rises to the right, and its force pushes the displaced density back to the left.

The place follows from parity. The nodeless ground state is even under inversion of both coordinates, and the nonzero transition dipole then requires \(\Psi_1\) to be odd. So \(n_{01}\) is odd and \(F\) is even. At \(t=0\), where \(u=0\), the accelerations at equal distances from the nucleus differ only through \(1/n\); at other times the second term of \(\partial_tu\) enters, and at \(T/8\) the accelerations at \(x=\pm1.8\) have opposite signs. At \(|x|=1.8\) the densities are 0.0251 on the left and 0.2660 on the right, so the acceleration is \(0.2660/0.0251\approx10.6\) times larger on the left. There the two states interfere destructively. The steepest rise of the acceleration term is near \(x=-2.0\) bohr.

## How the step moves

Replacing \(t\) by \(t+T/2\) reverses both \(\cos\omega t\) and \(\sin\omega t\). Therefore \(n(x,t+T/2)=n(-x,t)\) and \(u(x,t+T/2)=-u(-x,t)\), so the potential is mirrored and \(S(t+T/2)=-S(t)\). Time reversal leaves \(n\) and \(\partial_tu\) unchanged, so \(S(-t)=S(t)\). Together these give \(S(T/4)=-S(-T/4)=-S(T/4)=0\).

The computed steps at \(0,\ T/16,\ T/8\) and \(3T/16\) are 2.762, 1.550, 0.556 and 0.186 hartree. After \(T/4\) the step grows again with the opposite sign, reaching \(-2.762\) hartree at \(T/2\) with its steep part on the right.

This motion is not a rigid translation. In the acceleration term, the steepest slope in the direction of the net step lies at \(-1.65\) bohr at \(T/16\) and at \(+1.67\) bohr at \(T/8\). Yet at \(T/8\) the strongest slope of either sign is still near \(-2.0\) bohr, and it opposes the net step. The term \(-u^2/2\) also falls there, but the density part \((\partial_x^2\sqrt n)/(2\sqrt n)-v_{\rm ext}-v_H/2\) outweighs both: the full \(v_c\) still rises on the left, from \(-0.48\) at \(x=-3.0\) to \(+0.24\) hartree at \(x=-1.8\). The visible step thus shrinks on the left and later reappears, reversed, on the right.

## The adiabatic comparison

The adiabatically exact potential needs a second inversion. Let \(v_{\rm ad}[n]\) be the external potential whose interacting ground state has the density \(n(x,t)\) at the chosen instant. The static Kohn–Sham potential for that density is \((\partial_x^2\sqrt n)/(2\sqrt n)\), hence

\[
v_c^{\rm ad}=\frac{\partial_x^2\sqrt n}{2\sqrt n}-v_{\rm ad}-\frac{v_H}{2}.
\]

This differs from \(v_c^{\rm wrong}\), which subtracts the actual \(v_{\rm ext}\) although \(n(x,t)\) is not its ground-state density.

To find \(v_{\rm ad}\), start from a trial potential with interacting ground-state density \(n_k\) and static response \(\chi=\delta n_k/\delta v\). Since \(\delta\ln n_k=\delta n_k/n_k\), Newton's correction solves

\[
\frac1{n_k(x)}\int\chi(x,x')\,\delta v(x')\,dx'=-\ln\frac{n_k(x)}{n(x)},
\]

with the free constant in \(\delta v\) fixed separately. This is repeated until the densities agree. The calculation uses the box \(|x|\le8.1\) bohr, with the density tails adjusted to vanish at its walls.

Subtracting the two correlation potentials removes the common terms:

\[
v_c-v_c^{\rm ad}=-\frac{u^2}{2}-\int^x\partial_tu\,dx'+v_{\rm ad}-v_{\rm ext}+\text{constant}.
\]

Values at \(t=0\), in hartree, with both potentials set to zero at \(x=+6\):

| \(x\) (bohr) | \(v_c\) | \(v_c^{\rm ad}\) |
|---:|---:|---:|
| −6.0 | −2.762 | 0.014 |
| −3.0 | −2.631 | 0.019 |
| −2.4 | −1.618 | 0.039 |
| −1.8 | 0.970 | 0.052 |
| −1.2 | 0.186 | 0.038 |
| 0.0 | 0.150 | 0.061 |
| 3.0 | −0.052 | −0.030 |

The adiabatic step is \(-0.014\) hartree, about 0.5% of the exact step in size. It keeps this value in a box of 11.2 bohr, but the interior entries of the \(v_c^{\rm ad}\) column then rise by 0.002 to 0.008 hartree, so their third decimal is not fixed. At \(T/8\) the two are \(-0.010\) and 0.556 hartree.

The exact potential also has a peak at \(x=-1.89\) bohr, 1.05 hartree above its value at \(x=+6\). The peak is narrow: spline interpolation between points 0.3 bohr apart cuts off its top and gives only 0.99 hartree at \(-1.85\) bohr. Near the peak \(v_c^{\rm ad}\) is 0.05 to 0.06 hartree. The adiabatic potential is not featureless: its largest value for \(|x|\le6\) is 0.08 to 0.09 hartree, near \(x=0.7\) bohr. It has neither the large step nor the sharp peak on the left.

The difference formula shows how the peak is lost. At \(t=0\), where \(u=0\), the acceleration term and \(v_{\rm ad}-v_{\rm ext}\) together must supply about \(1.05-0.05=1.00\) hartree at the peak, relative to \(x=+6\). With \(F\le0\), as the computed densities indicate, the acceleration term rises monotonically to the right. It cannot form a maximum by itself, and at the peak it lies below its value at \(x=+6\), so \(v_{\rm ad}-v_{\rm ext}\) must supply more than 1.0 hartree there. The acceleration term is in fact 1.41 hartree below its \(x=+6\) value at the peak, so the amount is about 2.4 hartree. Subtracting the two definitions gives \(v_{\rm ad}-v_{\rm ext}=v_c^{\rm wrong}-v_c^{\rm ad}\) up to a constant, so \(v_c^{\rm wrong}\) misses the step but has a peak of its own, too high: 2.5 hartree near \(x=-1.94\) bohr. The peak then requires \(v_{\rm ad}-v_{\rm ext}\): the adiabatic construction places in a fictitious external potential a feature that the true dynamics places in \(v_c\).

## What the comparison says about memory

At \(t=0\) the superposition and the ground state of \(v_{\rm ad}\) have the same density and the same zero current, yet their correlation potentials differ by almost 3 hartree on the left. The instantaneous density therefore cannot determine \(v_c\), even when the ground-state functional is exact. The missing information lies in the interacting state, and the step carries it through the acceleration \(\partial_tu\), while the peak enters the difference through \(v_{\rm ad}-v_{\rm ext}\).

The static limit is consistent with this. For amplitudes \(\cos\theta\) and \(\sin\theta\) in place of \(1/\sqrt2\), the interference term becomes \(\sin2\theta\;n_{01}\cos\omega t\), and \(F\) acquires the same factor \(\sin2\theta\). As \(\theta\to0\), both \(u\) and \(\partial_tu\) vanish at every fixed \(x\), and over any finite interval the ground-state inversion becomes correct. The approach is not uniform in \(x\). \(F\) is divided by a density that is very small where the two states interfere destructively, and as \(\theta\) falls this point deepens and moves outward: it lies near \(-2.0\), \(-4.5\), \(-5.8\), \(-6.2\) and \(-7.8\) bohr at \(\theta=\pi/4\), 0.1, 0.04, 0.03 and 0.01. Between \(x=\pm6\), \(S_u(0)\) grows from 2.76 hartree at \(\theta=\pi/4\) to 9.7 at \(\theta=0.3\), 26 at \(\theta=0.1\) and 47 near \(\theta=0.04\). It drops to 3.8 at \(\theta=0.03\) and 0.34 at \(\theta=0.01\) because the steep part has left the interval, and it follows \(S_u(0)\approx31\,\theta\) hartree to about 2% only from \(\theta\approx0.005\) down. The step has moved out rather than shrunk: integrated from \(x=-11\) to \(+6\), the acceleration term gives 60 hartree at \(\theta=0.03\) and 112 at \(\theta=0.01\).

The numerical check below supports the density, current, inversions and potentials used here. The step heights refer to \(x=\pm6\) bohr; extending the acceleration integral to \(x=-11\) raises \(S_u(0)\) only from 2.76 to 2.78 hartree for the equal superposition, and the full potential farther out was not examined. The grid refinement tests only the energies and \(S_u(0)\). On the 0.3 bohr grid, interpolation misplaces the slope positions by up to 0.02 bohr and cannot resolve the top of the peak, the finite-difference second derivative of \(\sqrt n\) shifts \(v_c(-2.4)\) by 0.01 hartree, and the interacting inversion was validated on a known potential only for \(|x|\le4\) bohr.

## Calculated quantities

```
grid spacing 0.30 bohr, exact box |x| <= 15.0 bohr
inversion box |x| <= 8.1 bohr
E0 = -2.2383, E1 = -1.7047 hartree
one-electron ion energy = -1.4834 hartree
frequency = 0.5336 hartree
period = 11.775 a.u. of time = 0.2848 fs
transition dipole integral x*n01 = 1.1064 bohr
step = v_c(+6)-v_c(-6); ramp = part from -du/dt (hartree)
x_s = steepest change in the direction of the ramp (bohr)
t/T=0.0000 step=  2.7621 ramp=  2.7615 x_s= -2.02
t/T=0.0312 step=  2.3377 ramp=  2.3370 x_s= -1.99
t/T=0.0625 step=  1.5503 ramp=  1.5497 x_s= -1.64
t/T=0.1250 step=  0.5563 ramp=  0.5559 x_s=  1.67
t/T=0.1875 step=  0.1863 ramp=  0.1861 x_s=  1.82
t/T=0.3125 step= -0.1863 ramp= -0.1861 x_s= -1.81
t/T=0.3750 step= -0.5563 ramp= -0.5559 x_s= -1.67
t/T=0.4375 step= -1.5503 ramp= -1.5497 x_s=  1.65
t/T=0.5000 step= -2.7621 ramp= -2.7615 x_s=  2.02
largest |du/dt| of either sign: x = -2.02 at t=0, -2.02 bohr at T/8
step at T/4 = 2.1e-15 hartree
initial exact step = 2.7621 hartree = 75.16 eV
initial adiabatic step = -0.0140 hartree
T/8: exact step 0.5563, adiabatic -0.0096 hartree
exact peak, t=0: 0.9925 hartree above v_c(+6), x=-1.85 bohr
adiabatic v_c at the same x: 0.0542 hartree
largest adiabatic v_c, |x|<=6, t=0: 0.0847 hartree at x=0.74 bohr
x (bohr), n(0) (1/bohr), v_c exact/adiab at 0, then at T/8 (hartree)
 -6.0   0.00982  -2.7621   0.0140  -0.5563   0.0096
 -4.5   0.02533  -2.7586   0.0089  -0.5575   0.0021
 -3.6   0.03277  -2.7343   0.0116  -0.5414   0.0028
 -3.0   0.02959  -2.6314   0.0188  -0.4829   0.0088
 -2.4   0.01892  -1.6073   0.0393  -0.2161   0.0228
 -1.8   0.02514   0.9696   0.0524   0.2401   0.0355
 -1.2   0.13122   0.1843   0.0383   0.1940   0.0366
 -0.6   0.43367   0.1064   0.0395   0.1345   0.0459
  0.0   0.73555   0.1503   0.0608   0.1574   0.0671
  0.6   0.66129   0.1976   0.0835   0.2014   0.0808
  1.2   0.42791   0.1493   0.0712   0.1747   0.0627
  1.8   0.26598   0.0392   0.0260   0.0735   0.0216
  3.0   0.11277  -0.0521  -0.0300  -0.0363  -0.0262
  4.5   0.03796  -0.0283  -0.0199  -0.0237  -0.0178
  6.0   0.01127   0.0000   0.0000   0.0000   0.0000
finer grid: energy change 4.7e-06 hartree
finer grid: initial ramp change 1.0e-04 hartree
direct propagation: density error 1.0e-13 1/bohr
direct propagation: current error 5.6e-05 a.u.
KS density error at T/2: 4.20e-05 electrons
same without velocity terms: 0.494 electrons
v_ext recovered within 8.1e-06 hartree for |x|<=4 bohr
net force: exact 2.6e-05, adiabatic 4.8e-06 hartree/bohr
inversion log-density residual: 1.5e-06
```
